# Radiation Shields Between Parallel Plates and the Factor N+1

## Problem

Two large parallel plates face each other across a vacuum. One is held at temperature $T_h$, the other at a lower temperature $T_c$. Between them stand $N$ thin opaque sheets, parallel to the plates, which touch nothing and are neither heated nor cooled from outside. These sheets are the radiation shields. Every surface, including both faces of each shield, has the same emissivity $\varepsilon$.

(a) Find the net radiative flux across a single gap between two surfaces of known temperatures. Allow the two emissivities to differ at first.

(b) Show that in the steady state the shields reduce the heat flux between the plates by the factor $N+1$.

(c) Find the temperature of each shield.

(d) Evaluate the fluxes and temperatures for $T_h=300$ K, $T_c=77$ K, $\varepsilon=0.05$ and $N=10$.

(e) Decide what becomes of the factor $N+1$ if the shields and plates have different emissivities, if the emissivity depends on wavelength, and if it depends on temperature.

(f) The shields of part (d) are metal foils 10 µm thick, separated by gaps of 1 mm, and the plates are 1 m wide. Estimate the effects of residual nitrogen, of spacer posts, and of the other idealizations.

## Solution

### Assumptions

The surfaces are taken to be grey and diffuse: the emissivity does not depend on wavelength or direction. It is also independent of temperature. A surface then absorbs the fraction $\varepsilon$ of the radiation that reaches it, by Kirchhoff's law, and reflects the fraction $1-\varepsilon$, since nothing passes through an opaque sheet.

The gaps are much narrower than the plates, so that radiation leaving one surface reaches the one opposite. They are also much wider than the thermal wavelengths, so that ordinary radiative transfer applies. Each shield has one temperature throughout its thickness. Flux is counted per unit plate area and is positive from hot to cold.

### (a) The flux across one gap

Let the surfaces be $a$ and $b$, with emissivities $\varepsilon_a$ and $\varepsilon_b$. A black surface at temperature $T$ emits the power $M=\sigma T^4$ per unit area, where $\sigma$ is the Stefan–Boltzmann constant. Surface $a$ therefore emits $\varepsilon_a M_a$.

Of this radiation, $b$ absorbs the fraction $\varepsilon_b$ on first arrival and reflects $1-\varepsilon_b$. Surface $a$ reflects the fraction $1-\varepsilon_a$ of what returns to it, and this reaches $b$ again. One round trip thus multiplies the travelling power by

$$\rho=(1-\varepsilon_a)(1-\varepsilon_b).$$

The total share of the emission from $a$ that ends in $b$ is a geometric series, which converges because $\rho<1$:

$$A_{ab}=\varepsilon_b(1+\rho+\rho^2+\dots)=\frac{\varepsilon_b}{1-\rho}.$$

Expanding the product gives

$$1-\rho=1-(1-\varepsilon_a-\varepsilon_b+\varepsilon_a\varepsilon_b)=\varepsilon_a+\varepsilon_b-\varepsilon_a\varepsilon_b.$$

The rest of the emission from $a$ is reabsorbed by $a$ and transfers no heat. The same argument with the labels exchanged gives $A_{ba}=\varepsilon_a/(1-\rho)$. The net flux from $a$ to $b$ is the difference of the two transfers:

$$q=\varepsilon_aM_aA_{ab}-\varepsilon_bM_bA_{ba}
=\frac{\varepsilon_a\varepsilon_b(M_a-M_b)}{\varepsilon_a+\varepsilon_b-\varepsilon_a\varepsilon_b}.$$

Dividing numerator and denominator by $\varepsilon_a\varepsilon_b$ yields

$$q=\frac{M_a-M_b}{1/\varepsilon_a+1/\varepsilon_b-1}.\tag{1}$$

For equal emissivities this becomes

$$q=F(M_a-M_b),\qquad F=\frac{1}{2/\varepsilon-1}=\frac{\varepsilon}{2-\varepsilon}.\tag{2}$$

Black surfaces have $F=1$. For small $\varepsilon$, $F\approx\varepsilon/2$: the emission is weak, and after many reflections about half of it is absorbed by the surface it came from. The width of the gap does not appear, so it does not matter where in the space a shield is placed.

### (b) The stack of shields

Number the bodies from the hot plate to the cold plate: $M_0=\sigma T_h^4$, then $M_1,\dots,M_N$ for the shields, and $M_{N+1}=\sigma T_c^4$. There are $N+1$ gaps.

In the steady state a shield stores no further energy. The heat reaching it through the gap on its hot side must leave through the gap on its cold side. The same flux $q_N$ therefore crosses every gap:

$$\frac{q_N}{F}=M_i-M_{i+1},\qquad i=0,1,\dots,N.\tag{3}$$

Add these $N+1$ equations. The left sides give $(N+1)q_N/F$. On the right, each shield's $M_i$ occurs once with a minus sign and once with a plus sign, and cancels:

$$(N+1)\frac{q_N}{F}=(M_0-M_1)+(M_1-M_2)+\dots+(M_N-M_{N+1})=M_0-M_{N+1}.$$

Hence

$$q_N=\frac{F\sigma(T_h^4-T_c^4)}{N+1}.\tag{4}$$

Without shields, equation (2) applied directly to the plates gives $q_0=F\sigma(T_h^4-T_c^4)$. With the plate temperatures and emissivities held fixed,

$$\boxed{q_N=\frac{q_0}{N+1}}$$

The factor does not contain $\varepsilon$. Even black shields reduce the flux between black plates by $N+1$. A black shield reflects nothing, but it sends half of its emission back towards the hot side. Low emissivity reduces the flux separately, through $F$.

Successive shields bring smaller savings. The $N$th shield lowers the flux by

$$q_{N-1}-q_N=\frac{q_0}{N}-\frac{q_0}{N+1}=\frac{q_0}{N(N+1)}.$$

### (c) The shield temperatures

Equation (3) says that $M$ falls by the same amount in every gap, namely $(M_0-M_{N+1})/(N+1)$. After $i$ gaps,

$$T_i^4=T_h^4-\frac{i}{N+1}\left(T_h^4-T_c^4\right).\tag{5}$$

The steps are equal in $T^4$, not in $T$. Since $d(T^4)=4T^3\,dT$, a given step in $T^4$ needs a larger temperature change where $T$ is low. The largest temperature drops therefore lie at the cold end.

The steady state is stable. The net heating of shield $i$ is

$$F(M_{i-1}-M_i)-F(M_i-M_{i+1})=F(M_{i-1}+M_{i+1}-2M_i).$$

This is positive when $M_i$ lies below the mean of its neighbours and negative when it lies above. Each shield is thus driven towards that mean.

The limit of small temperature steps shows how the stack resembles an ordinary conductor. If neighbouring temperatures differ little, then $T_i^4-T_{i+1}^4\approx4T^3(T_i-T_{i+1})$. For shields a distance $d$ apart,

$$q\approx4F\sigma T^3(T_i-T_{i+1})=k_{\rm eff}\frac{T_i-T_{i+1}}{d},\qquad k_{\rm eff}=4F\sigma T^3d.$$

This is Fourier's law with an effective conductivity proportional to $T^3$. At fixed total thickness, packing the shields more closely reduces $d$ and hence the flux, as long as the gaps remain wide enough for equation (2) and the shields do not touch.

### (d) Numbers

With $\sigma=5.6704\times10^{-8}$ W/(m² K⁴), the black-body powers are $M_0=459.30$ W/m² and $M_{11}=1.993$ W/m². Their difference is 457.31 W/m². The cold plate's emission is less than one per cent of the hot plate's, so making the cold plate colder still would hardly change the ideal flux.

The share of emission absorbed by the opposite face is $1/(2-0.05)=0.5128$, and

$$F=\frac{0.05}{1.95}=0.02564.$$

Without shields,

$$q_0=0.02564\times457.31\ \text{W/m}^2=11.73\ \text{W/m}^2.$$

With ten shields,

$$q_{10}=\frac{11.726}{11}\ \text{W/m}^2=1.066\ \text{W/m}^2.$$

For one, two and five shields the fluxes are 5.863, 3.909 and 1.954 W/m². The first shield saves 5.863 W/m², whereas the tenth saves only $11.726/(10\times11)=0.107$ W/m².

Each gap takes up $457.31/11=41.57$ W/m² of the difference in $M$. The last shield therefore has $M_{10}=1.993+41.57=43.57$ W/m², and

$$T_{10}=\left(\frac{43.57}{5.6704\times10^{-8}}\right)^{1/4}\text{K}=166.5\ \text{K}.$$

From the hot side, the ten shield temperatures are 293.0, 285.4, 277.2, 268.1, 258.0, 246.6, 233.4, 217.4, 196.8 and 166.5 K. The first gap has a temperature drop of 7.0 K and the last a drop of 89.5 K, although both carry the same flux.

### (e) Other emissivities

**Shields unlike the plates.** Let the plates have emissivities $\varepsilon_h$ and $\varepsilon_c$, and let all shield faces have $\varepsilon_s$. Equation (1) makes each gap a resistance, equal to the difference in $M$ divided by the flux. The resistances add because the flux is common. For $N\ge1$ there are two end gaps and $N-1$ gaps between shields:

$$R_N=\left(\frac1{\varepsilon_h}+\frac1{\varepsilon_s}-1\right)+(N-1)\left(\frac2{\varepsilon_s}-1\right)+\left(\frac1{\varepsilon_s}+\frac1{\varepsilon_c}-1\right).$$

The terms in $1/\varepsilon_s$ add to $2N/\varepsilon_s$, and the constants add to $-(N+1)$. Hence

$$R_N=\left(\frac1{\varepsilon_h}+\frac1{\varepsilon_c}-1\right)+N\left(\frac2{\varepsilon_s}-1\right).$$

The first bracket is the resistance $R_0$ without shields, so the reduction factor is

$$\frac{q_0}{q_N}=\frac{R_N}{R_0}=1+N\,\frac{2/\varepsilon_s-1}{1/\varepsilon_h+1/\varepsilon_c-1}.\tag{6}$$

It equals $N+1$ when all emissivities agree. For dark plates with $\varepsilon_h=\varepsilon_c=0.8$ and ten shields with $\varepsilon_s=0.05$, it is $1+10\times39/1.5=261$. With $\varepsilon_h=0.8$ and $\varepsilon_c=0.3$ it is 109.8. Shiny shields bring a greater relative gain between dark plates because the unshielded flux is larger.

**Dependence on wavelength.** Let all surfaces share an emissivity $\varepsilon_\nu$ that varies with frequency $\nu$ but not with temperature. The reflection argument holds at each frequency. If $M_\nu(T)$ is the black-body power per unit frequency, then

$$q=\int_0^\infty\frac{M_\nu(T_i)-M_\nu(T_{i+1})}{2/\varepsilon_\nu-1}\,d\nu=\Phi(T_i)-\Phi(T_{i+1}),$$

$$\Phi(T)=\int_0^\infty\frac{M_\nu(T)}{2/\varepsilon_\nu-1}\,d\nu.$$

Adding the gap equations again cancels every intermediate term, so $(N+1)q_N=\Phi(T_h)-\Phi(T_c)=q_0$. The factor $N+1$ survives. The shield temperatures now have equal steps in $\Phi$, and equation (5) no longer holds in general.

**Dependence on temperature.** The factor multiplying $M_\nu(T_i)-M_\nu(T_{i+1})$ now contains both temperatures. In general the flux is then no longer a difference of two values of one function. The intermediate terms do not cancel, and the factor $N+1$ is not guaranteed.

A simple model of a metal has $\varepsilon_\nu\propto\sqrt{\nu T}$. It assumes a resistivity proportional to $T$ and frequencies well below the collision rate of the electrons. Thermal radiation at 300 K does not meet the second condition in good conductors, so the numbers below illustrate the effect and are not predictions for a particular foil. Scale it so that the total emissivity at 300 K is again 0.05. The frequency integrals were evaluated by Gauss–Legendre quadrature, and the shield temperatures were found with a numerical root finder that made all gap fluxes equal. The bare flux is 7.85 W/m², the flux with ten shields is 0.947 W/m², and the reduction factor is 8.29 instead of 11.

The lower bare flux can be understood from equation (1). At a given frequency the cold plate has $\sqrt{77/300}=0.51$ times the emissivity of the hot plate. For small emissivities the exchange factor is then about $1/(1+1/0.51)=0.34$ times the hot plate's emissivity, instead of one half.

The shields are warmer than the cold plate and so emit and absorb better than it does. For small emissivities the resistance of a gap at fixed frequency is proportional to $T_i^{-1/2}+T_{i+1}^{-1/2}$. With the temperatures of part (d) as a guide, this sum is smaller than its bare-plate value in every gap but the last. Most gaps in the stack therefore transmit better than the bare gap did, and the reduction is less than elevenfold. The shielded flux itself is 11% below the grey result. These values depend on the emissivity law. A smooth Drude metal with plasma energy 12.5 eV and resistivity $3\times10^{-8}$ Ω m at 300 K, proportional to $T$, has a total emissivity of only about 0.012 at 300 K and gives a reduction factor of about 6.

### (f) Gas, posts and the remaining idealizations

**A leak proportional to the temperature difference.** Suppose each gap also conducts heat with the same conductance $G$ per unit area. Then

$$q=F(M_i-M_{i+1})+G(T_i-T_{i+1}).$$

Both terms cancel in the sum over gaps, which gives

$$q=\frac{F\sigma(T_h^4-T_c^4)+G(T_h-T_c)}{N+1}.\tag{7}$$

Relative to the ideal $q_N$, the flux rises by the fraction $G(T_h-T_c)/q_0$, where $q_0$ is the bare radiative flux.

**Residual nitrogen.** Let the pressure $p$ be read in a chamber at $T_g=300$ K that is open to the edges of the gaps. For molecules of mass $m$ and diameter 0.37 nm, the mean free path at $10^{-6}$ Torr and 300 K is 51 m, far more than the 1 mm gap. Molecules thus fly from surface to surface without colliding.

In equilibrium the one-way molecular flux is the number density $p/(kT_g)$ times the mean normal velocity towards the surface. This mean is taken over all molecules, with those moving away counted as zero, and equals $\sqrt{kT_g/(2\pi m)}$:

$$\Gamma=\frac{p}{\sqrt{2\pi mkT_g}}.$$

In the steady state the same $\Gamma$ holds in each direction in every gap, because molecules must enter and leave the gaps at equal rates.

Fast molecules cross more often. The normal motion therefore carries a mean energy

$$\frac{\int_0^\infty v\,(mv^2/2)\,e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}=kT.$$

The two transverse motions add $kT/2$ each, and the rotation of a diatomic molecule adds $kT$, for a total of $3kT$. If molecules leave each surface at its temperature (full accommodation), the net flux is $3k\Gamma(T_i-T_{i+1})$, so $G=3k\Gamma$.

At $10^{-6}$ Torr, $G=1.59\times10^{-4}$ W/(m² K). Equation (7) gives 1.069 W/m², a rise of 0.3%. At $10^{-4}$ Torr the mean free path is 0.51 m, so the same formula applies with $G=1.59\times10^{-2}$ W/(m² K):

$$q=\frac{11.726+0.01587\times223}{11}\ \text{W/m}^2=1.388\ \text{W/m}^2.$$

This is 30% above the ideal value.

**Spacer posts.** Let each gap contain polymer posts of conductivity 0.2 W/(m K) and diameter 0.2 mm, one per 100 cm² of plate, in perfect thermal contact. Their conductance is conductivity times area fraction divided by length, or $6.28\times10^{-4}$ W/(m² K). The flux rises by 1.2%.

**Edges.** Treat the plates as long strips of width $w$ with gap $d$, and put $r=d/w$. From a point at distance $sw$ from one edge, the fraction of diffuse radiation that reaches the opposite strip is half the sum of the sines of the angles, measured from the normal, to its two edges. The two terms have equal averages over $s$, so the mean fraction is

$$\int_0^1\frac{s\,ds}{\sqrt{s^2+r^2}}=\sqrt{1+r^2}-r.$$

The share escaping per crossing is $1+r-\sqrt{1+r^2}=1.0\times10^{-3}$. This must be compared with the absorbed share $\varepsilon=0.05$, since radiation makes many crossings before it is absorbed. The ratio is 0.02. This is an upper bound on the share of the emission that escapes, because after the first crossings diffusely reflected radiation is depleted near the edges, where escape is likely. Edge exchange thus involves at most about 2% of the radiation emitted into a gap; its effect on the plate-to-plate flux depends on what surrounds the edges. A numerical solution of the multiple reflections between the strips gives an actual share of about 0.9%. This is not negligible beside the shielded flux. A face at 300 K emits $0.05\times459.3=23$ W/m², and 0.9% of this is 0.2 W/m², in each of eleven gaps. If the edges are open to black surroundings at 300 K, the load on the cold plate rises from the 1.07 W/m² of part (d) to about 1.6 W/m² for shields that conduct no heat sideways, and to about 2.2 W/m² for isothermal shields. That value therefore requires edges that are closed off or well shielded.

**Foils and gap width.** The temperature drop through a foil of conductivity 200 W/(m K) is $1.066\times10^{-5}/200=5.3\times10^{-8}$ K, which is negligible. For resistivity $\rho_e=3\times10^{-8}$ Ω m, the skin depth $\sqrt{\rho_e/(\pi\mu_0\nu)}$ at 4.5 THz, the maximum of the 77 K spectrum per unit frequency, is 41 nm. This resistivity is a room-temperature value. In a colder foil this frequency reaches or exceeds the collision rate of the electrons and the formula no longer applies, but the penetration depth is then smaller still, about 15 to 20 nm in a Drude model. The 10 µm foil is opaque there in either case. The thermal length $\hbar c/(kT)$ at 77 K is 29.7 µm, and the gap is 34 times as wide. This supports the neglect of near-field transfer but does not itself give the size of the correction.

**Comparison with a real vessel.** The parameters are rough values for the insulation of a vacuum-jacketed liquid-nitrogen vessel. The sparse posts are far from typical: practical blankets often separate their layers with netting or paper, which touches the foils at many more places. By equation (7), the added flux is proportional to the contact conductance. One post per cm² instead of one per 100 cm² would add about 1.2 times the ideal radiative flux and more than double the total. The ideal 1.07 W/m² is therefore an estimate for well-separated shields in good vacuum with negligible heat exchange through the edges, not a prediction for a compressed blanket.

All numerical values are calculated from the stated model.
